**Plateau pressure and 1 bar temperature of a model metal hydride**

For formation enthalpy ΔH = −40 kJ/mol H2 and entropy ΔS = −130 J/(mol K), the plateau pressure p obeys ln(p/1 bar) = ΔH/(RT) − ΔS/R, where T is the temperature and R the gas constant. It reaches 1 bar at T = ΔH/ΔS = 307.69 K. The program compares this with a microscopic model: H2 gas from its partition function, and bound hydrogen as quantum oscillators matched to ΔH and ΔS at one reference temperature. It minimises the free energy of a closed vessel and asserts that the pressure is the same for two fillings, agrees with the formula within 2 % from 280 to 330 K, and has the slope ΔH/R at 298.15 K. It also asserts that no hydride forms with too little hydrogen and that the host fills up with too much. The microscopic model gives a 1 bar temperature of 307.67 K. The output shows that heat-capacity and gas non-ideality corrections are small for data taken near room temperature, while an assumed hysteresis factor of two or modest errors in ΔH and ΔS move the temperature by roughly 7 to 11 K.

## Verification by program

```python
# Result under test: a metal hydride with formation enthalpy dH and entropy dS
# (per mole of H2, standard pressure 1 bar) has the plateau pressure
#   ln(p / 1 bar) = dH/(R T) - dS/R,  so p = 1 bar at T = dH/dS.
# Independent road: H2 gas from its partition function, bound hydrogen with
# quantum oscillators, and numerical minimisation of the free energy of a
# closed vessel. The model is matched to dH and dS at ONE temperature only.
# T: temperature (K), p: pressure (Pa), mu: chemical potential (J/mol H2).
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

R, k, h, hbar = const.R, const.k, const.h, const.hbar
BAR = 1.0e5
dH = -40.0e3          # J/mol H2
dS = -130.0           # J/(mol K)
T_ref = 298.15        # K, where the microscopic model is matched
bond_length = 0.075e-9    # m, rough H2 bond length
mode_energy = 0.15        # eV, rough vibration quantum of bound hydrogen
virial = 15e-6            # m3/mol, rough second virial coefficient of H2
m_atom = const.m_p + const.m_e
theta_rot = hbar**2 / (m_atom * bond_length**2 * k)   # hbar^2/(2 I k)
theta_vib = mode_energy * const.e / k


# ---------- simple formulas ----------
def plateau_formula(T):
    return BAR * np.exp(dH / (R * T) - dS / R)


def temperature_formula(p, enthalpy=dH, entropy=dS):
    return enthalpy / (entropy + R * np.log(p / BAR))


# ---------- microscopic model ----------
def mu_gas(T, p):
    J = np.arange(0, 30)
    # Spin weights 1 (even J) and 3 (odd J), divided by the 4 spin states
    # that the two protons also have in the solid.
    weight = np.where(J % 2 == 0, 1.0, 3.0) / 4.0
    q_rot = np.sum(weight * (2*J + 1) * np.exp(-J*(J + 1)*theta_rot/T))
    q_trans = (2*np.pi*2*m_atom*k*T / h**2)**1.5 * k*T / p
    return -R * T * np.log(q_trans * q_rot)


def oscillators(T):
    # two H atoms with three modes each
    return 6 * R * T * np.log(1 - np.exp(-theta_vib / T))


def slope(f, x, step=0.05):
    return (f(x + step) - f(x - step)) / (2 * step)


def heat_capacity(g, T, step=1.0):
    return -T * (g(T + step) - 2*g(T) + g(T - step)) / step**2


def gas_standard(T):
    return mu_gas(T, BAR)


def make_solid(T_match):
    S_gas = -slope(gas_standard, T_match)
    H_gas = gas_standard(T_match) + T_match * S_gas
    S_bound, H_bound = S_gas + dS, H_gas + dH
    a0, a1 = oscillators(T_match), slope(oscillators, T_match)

    def g_solid(T):
        curved = oscillators(T) - a0 - a1 * (T - T_match)
        return H_bound - T * S_bound + curved
    return g_solid


solid = make_solid(T_ref)
volume, capacity = 1.0e-3, 0.30      # m3, mol H2


def vessel(T, n_total):
    """Minimise the Helmholtz energy; return pressure and bound H2."""
    def energy(bound):
        n_gas = n_total - bound
        p = n_gas * R * T / volume
        return n_gas * mu_gas(T, p) - p * volume + bound * solid(T)
    top = min(capacity, n_total * (1 - 1e-9))
    best = minimize_scalar(energy, bounds=(0.0, top), method="bounded",
                           options={"xatol": 1e-11, "maxiter": 500})
    return (n_total - best.x) * R * T / volume, best.x


def temperature_model(g_solid, p=BAR):
    return brentq(lambda T: g_solid(T) - mu_gas(T, p), 200, 500, xtol=1e-10)


# ---------- main result ----------
T1 = temperature_formula(BAR)
T1_model = temperature_model(solid)
assert abs(T1_model - T1) < 0.1
assert abs(vessel(T1, 0.15)[0] / BAR - 1) < 0.005
print(f"formation enthalpy: {dH/1e3:.1f} kJ/mol H2")
print(f"formation entropy: {dS:.1f} J/(mol K)")
print(f"1 bar temperature, formula: {T1:.2f} K")
print(f"1 bar temperature, formula: {T1 - const.zero_Celsius:.1f} deg C")
print(f"1 bar temperature, microscopic model: {T1_model:.2f} K")

# ---------- plateau law, flatness, slope ----------
print(f"vessel volume: {volume*1e3:.1f} L, capacity: {capacity:.2f} mol H2")
print("T (K) | p formula | p vessel 0.15 mol | p vessel 0.25 mol (bar)")
for T in (280.0, T_ref, 320.0, 330.0):
    p_a, bound_a = vessel(T, 0.15)
    p_b, bound_b = vessel(T, 0.25)
    assert 0.01 < bound_a < bound_b < capacity - 0.01
    assert abs(p_a / p_b - 1) < 1e-4          # minimiser accuracy
    # 2 percent: the model has temperature-dependent dH and dS
    assert abs(p_a / plateau_formula(T) - 1) < 0.02
    print(f"{T:.2f} | {plateau_formula(T)/BAR:.3f} | {p_a/BAR:.3f}"
          f" | {p_b/BAR:.3f}")
Ta, Tb = T_ref - 2, T_ref + 2
slope_vessel = (np.log(vessel(Tb, 0.15)[0] / vessel(Ta, 0.15)[0])
                / (1/Tb - 1/Ta))
assert abs(slope_vessel / (dH / R) - 1) < 0.005
print(f"slope d ln p/d(1/T), vessel: {slope_vessel:.0f} K")
print(f"slope dH/R: {dH/R:.0f} K")

p_low, bound_low = vessel(T_ref, 0.01)
p_high, bound_high = vessel(T_ref, 0.40)
assert bound_low < 1e-5 and p_low < plateau_formula(T_ref)
assert capacity - bound_high < 1e-5 and p_high > plateau_formula(T_ref)
print(f"298.15 K, 0.01 mol H2 in vessel: {p_low/BAR:.3f} bar, no hydride")
print(f"298.15 K, 0.40 mol H2 in vessel: {p_high/BAR:.3f} bar, host full")

# ---------- stability at 1 bar ----------
for T in (T_ref, 320.0):
    dG = dH - T * dS
    dG_model = solid(T) - gas_standard(T)
    assert dG * dG_model > 0 and (dG < 0) == (T < T1)
    print(f"reaction Gibbs energy at {T:.2f} K, 1 bar: {dG/1e3:.2f} kJ/mol")

# ---------- other pressure and the per-atom reading ----------
T10, T10_model = temperature_formula(10*BAR), temperature_model(solid, 10*BAR)
assert abs(T10 - T10_model) < 2.5     # heat-capacity change acts here
print(f"10 bar temperature, formula: {T10:.1f} K")
print(f"10 bar temperature, microscopic model: {T10_model:.1f} K")
p_atom = (plateau_formula(T_ref) / BAR)**2
print(f"298.15 K pressure if data were per mol H: {p_atom:.3f} bar")

# ---------- origin of the entropy ----------
S_gas = -slope(gas_standard, T_ref)
cp_gas = heat_capacity(gas_standard, T_ref)
assert abs(S_gas / abs(dS) - 1) < 0.02
assert abs(cp_gas / (3.5 * R) - 1) < 0.03
print(f"H2 bond length used: {bond_length*1e9:.3f} nm")
print(f"H2 gas entropy at 298.15 K, 1 bar: {S_gas:.1f} J/(mol K)")
print(f"net entropy gain of the solid: {S_gas + dS:.1f} J/(mol K)")

# ---------- neglected effects ----------
print(f"bound-hydrogen vibration quantum used: {mode_energy:.2f} eV")
for T_match in (T_ref, 400.0):
    g_matched = make_solid(T_match)
    shift = temperature_model(g_matched) - T1
    dCp = (heat_capacity(g_matched, T_match)
           - heat_capacity(gas_standard, T_match))
    estimate = dCp * (T1 - T_match - T1 * np.log(T1 / T_match)) / dS
    # 30 percent: the estimate holds dCp constant between the temperatures
    assert shift < 0 and abs(shift / estimate - 1) < 0.30
    print(f"data from {T_match:.2f} K: heat-capacity change {dCp:.1f} "
          f"J/(mol K), shift {shift:.3f} K")

T_real = brentq(lambda T: solid(T) - mu_gas(T, BAR) - virial*BAR,
                200, 500, xtol=1e-10)
shift_real = T_real - T1_model
assert abs(shift_real / (virial * BAR / abs(dS)) - 1) < 0.02
print(f"second virial coefficient used: {virial*1e6:.0f} cm3/mol")
print(f"shift by non-ideal gas: {shift_real:.3f} K")

ratio = 2.0       # assumed absorption/desorption pressure ratio
T_abs = temperature_formula(BAR / np.sqrt(ratio))
T_des = temperature_formula(BAR * np.sqrt(ratio))
assert T_abs < T1 < T_des
print(f"assumed hysteresis pressure ratio: {ratio:.1f}")
print(f"1 bar absorption temperature: {T_abs:.1f} K")
print(f"1 bar desorption temperature: {T_des:.1f} K")
shift_H = temperature_formula(BAR, enthalpy=dH - 1e3) - T1
shift_S = temperature_formula(BAR, entropy=dS - 5) - T1
shift_atm = temperature_formula(const.atm) - T1
print(f"shift if dH is 1 kJ/mol more negative: {shift_H:+.1f} K")
print(f"shift if dS is 5 J/(mol K) more negative: {shift_S:+.1f} K")
print(f"shift if 1 atm replaces 1 bar: {shift_atm:+.2f} K")
print("no test failed")
```

Output:

```
formation enthalpy: -40.0 kJ/mol H2
formation entropy: -130.0 J/(mol K)
1 bar temperature, formula: 307.69 K
1 bar temperature, formula: 34.5 deg C
1 bar temperature, microscopic model: 307.67 K
vessel volume: 1.0 L, capacity: 0.30 mol H2
T (K) | p formula | p vessel 0.15 mol | p vessel 0.25 mol (bar)
280.00 | 0.213 | 0.214 | 0.214
298.15 | 0.606 | 0.606 | 0.606
320.00 | 1.825 | 1.837 | 1.837
330.00 | 2.878 | 2.918 | 2.918
slope d ln p/d(1/T), vessel: -4811 K
slope dH/R: -4811 K
298.15 K, 0.01 mol H2 in vessel: 0.248 bar, no hydride
298.15 K, 0.40 mol H2 in vessel: 2.479 bar, host full
reaction Gibbs energy at 298.15 K, 1 bar: -1.24 kJ/mol
reaction Gibbs energy at 320.00 K, 1 bar: 1.60 kJ/mol
10 bar temperature, formula: 360.8 K
10 bar temperature, microscopic model: 359.6 K
298.15 K pressure if data were per mol H: 0.368 bar
H2 bond length used: 0.075 nm
H2 gas entropy at 298.15 K, 1 bar: 130.6 J/(mol K)
net entropy gain of the solid: 0.6 J/(mol K)
bound-hydrogen vibration quantum used: 0.15 eV
data from 298.15 K: heat-capacity change -23.8 J/(mol K), shift -0.027 K
data from 400.00 K: heat-capacity change -16.6 J/(mol K), shift -1.763 K
second virial coefficient used: 15 cm3/mol
shift by non-ideal gas: 0.011 K
assumed hysteresis pressure ratio: 2.0
1 bar absorption temperature: 301.0 K
1 bar desorption temperature: 314.7 K
shift if dH is 1 kJ/mol more negative: +7.7 K
shift if dS is 5 J/(mol K) more negative: -11.4 K
shift if 1 atm replaces 1 bar: +0.26 K
no test failed
```
